# Steady hydrogen circulation in a two-metal loop with unequal junction temperatures

## The system

Two metal bars, A and B, are joined at both ends to form a closed loop. One junction is held at $T_1$ and the other at $T_2>T_1$. Hydrogen is dissolved in both metals as dilute interstitial atoms. It crosses the junctions but not the sides of the bars. The problem is one-dimensional: temperature and concentration vary only along the bars.

In each metal the flux of hydrogen atoms is

$$J=-Dc\left[\frac{d\ln c}{dx}+\frac{Q}{RT^2}\frac{dT}{dx}\right],\qquad(1)$$

where $c$ is the concentration in moles of H per volume, $D>0$ the diffusivity and $Q$ the heat of transport. With this sign convention, a positive $Q$ drives hydrogen towards the cold end.

Hydrogen in a metal that is in equilibrium with ideal H$_2$ gas at pressure $p$ obeys Sieverts' law,

$$c=K(T)\sqrt p,\qquad \frac{d\ln K}{dT}=\frac{H}{RT^2},\qquad(2)$$

where $H$ is the enthalpy of solution per mole of H atoms, taken from the gas. Define $u=c/K$ at every point of the metal. Then $u^2$ is the pressure of the gas that would be in equilibrium with the metal there, whether or not gas is present.

Hydrogen is in local equilibrium across each junction. The cold junction also touches a gas reservoir, which fixes $u=u_1$ there. Let $I$ be the steady flow in mol/s, positive when hydrogen runs from cold to hot in A and returns through B. The cross-section is $a$.

For the numerical parts, A is iron and B is nickel, with $D=D_0e^{-E/RT}$ and $K=K_0e^{-H/RT}$. The data are rough typical values.

| | $D_0$ (m²/s) | $E$ (kJ/mol) | $K_0$ (mol m⁻³ Pa⁻⁰·⁵) | $H$ (kJ/mol) | $Q$ (kJ/mol) |
|---|---|---|---|---|---|
| Iron | $1.0\times10^{-7}$ | 7 | 0.80 | 28 | −24 |
| Nickel | $7.0\times10^{-7}$ | 40 | 0.50 | 16 | −6 |

Each bar is 20 mm long with a section of 1.0 cm². The junctions are at 500 K and 700 K, the temperature varies linearly along each bar, and the reservoir holds H$_2$ at 1.00 bar.

## Part (a)

**Question.** Which of $c$ and $u$ is continuous at a junction? Rewrite the flux law in terms of $u$.

**Answer.** Local equilibrium means that the chemical potential of hydrogen is the same on both sides of the junction. Both sides are then in equilibrium with the same gas, so $u$ is continuous. The concentration $c=Ku$ jumps, because $K$ differs between the metals.

Inside one metal, $\ln c=\ln K+\ln u$, and $K$ depends on position through the temperature. By (2),

$$\frac{d\ln c}{dx}=\frac{d\ln u}{dx}+\frac{H}{RT^2}\frac{dT}{dx}.$$

Substitution in (1) gives

$$J=-DKu\left[\frac{d\ln u}{dx}+\frac{S}{RT^2}\frac{dT}{dx}\right],\qquad S=H+Q.\qquad(3)$$

In this form the thermal drive contains the two heats through their sum alone. $Q$ describes how a temperature gradient pushes hydrogen at uniform concentration. $H$ describes how the concentration that matches a given gas pressure changes with temperature. A comparison of two metals through their common junctions needs both.

## Part (b)

**Question.** Find the necessary and sufficient condition for a steady circulation, first for constant $H$ and $Q$, then for heats that vary with temperature. Which way does the hydrogen go? Can a thin isothermal film at a junction alter the condition?

**Answer.** In the steady state no hydrogen accumulates, and the sides are sealed. The reservoir is the single outside contact, so its net exchange with the loop is zero. The same flow $I$ therefore passes every section.

Let $\ell$ be the distance round the loop in the positive direction: cold to hot in A, then hot to cold in B. Along $\ell$ the flux is $I/a$ in both metals. Dividing (3) by $DKu=Dc$ gives

$$\frac{I}{aDc}=-\frac{d\ln u}{d\ell}-\frac{S}{RT^2}\frac{dT}{d\ell}.$$

Integrate once round. Since $u$ is continuous at the junctions and returns to its starting value, $\oint d\ln u=0$. In A the temperature runs from $T_1$ to $T_2$, and in B it runs back, so

$$I\oint\frac{d\ell}{aDc}=-\int_{T_1}^{T_2}\frac{S_A-S_B}{RT^2}\,dT.\qquad(4)$$

The integral on the left is positive, because $a$, $D$ and $c$ are positive. Hence $I$ vanishes if and only if the right side vanishes.

For constant heats, define

$$\theta(T)=\frac1R\left(\frac1{T_1}-\frac1T\right),\qquad \theta_2=\theta(T_2),\qquad \Delta S=S_A-S_B.$$

The right side of (4) is then $-\Delta S\,\theta_2$, with $\theta_2>0$. Hydrogen circulates if and only if the junction temperatures differ and

$$H_A+Q_A\neq H_B+Q_B.$$

In the metal with the larger sum, hydrogen moves from hot to cold. It returns from cold to hot through the other metal. Unequal solution enthalpies do not suffice, since the heats of transport may compensate them. Nor are unequal heats of transport needed: with equal $Q$, a difference in $H$ drives the flow.

For temperature-dependent heats, unequal sums somewhere in the interval are necessary but not sufficient. The condition is that the integral in (4) be nonzero. A counterexample between 500 K and 700 K is

$$S_A-S_B=(6\ \text{kJ/mol})\left(\frac{T}{600\ \text K}\right)^2\frac{T-600\ \text K}{100\ \text K}.$$

Division by $T^2$ leaves a multiple of $T-600$ K, whose integral over the interval is zero. The sums differ at every temperature except 600 K, yet there is no circulation.

In an isothermal film $dT=0$. It adds a positive term to the left of (4) and nothing to the right. It can slow the circulation, but it can neither start nor reverse it. The same holds for an isothermal piece of a third metal.

## Part (c)

**Question.** For constant sums, find $I$ and the value $u_2$ at the hot junction. Confirm that $u_2$ is positive, and examine the limits of weak drive and of a very permeable metal A.

**Answer.** Measure $x$ from the cold end in both bars, and define $w=u\,e^{S\theta}$ in each metal. Since $d\theta/dx=(RT^2)^{-1}dT/dx$,

$$\frac{dw}{dx}=e^{S\theta}\left[\frac{du}{dx}+\frac{S u}{RT^2}\frac{dT}{dx}\right].$$

The bracket is $u$ times the bracket in (3). Therefore

$$aJ=-aDK\,e^{-S\theta}\frac{dw}{dx}.$$

The flow $aJ$ is constant along a bar. Divide by $aDKe^{-S\theta}$ and integrate over the length $L$:

$$w(L)-w(0)=-aJ\,r,\qquad r=\int_0^L\frac{e^{S\theta}}{aDK}\,dx.\qquad(5)$$

The quantity $r$ acts as a resistance. At the cold end $\theta=0$, so $w(0)=u_1$. At the hot end $w(L)=u_2e^{S\theta_2}$. Positive circulation means $aJ=I$ in A and $aJ=-I$ in B, because $x$ points from cold to hot in both. Thus

$$u_2e^{S_A\theta_2}-u_1=-Ir_A,\qquad u_2e^{S_B\theta_2}-u_1=Ir_B.$$

The second equation gives

$$u_2=(u_1+Ir_B)\,e^{-S_B\theta_2}.\qquad(6)$$

Insert this in the first, with $g=e^{\Delta S\,\theta_2}$:

$$(u_1+Ir_B)g-u_1=-Ir_A.$$

Collecting the terms in $I$ gives $I(r_A+r_Bg)=u_1(1-g)$, or

$$I=\frac{u_1(1-g)}{r_A+r_Bg}.\qquad(7)$$

To check the sign of $u_2$, use (7) in (6):

$$u_1+Ir_B=u_1\,\frac{r_A+r_Bg+r_B-r_Bg}{r_A+r_Bg}=u_1\,\frac{r_A+r_B}{r_A+r_Bg}>0.$$

So $u_2>0$. Inside each bar $w$ varies monotonically between two positive end values, so the concentration is positive everywhere and the solution is admissible.

*Weak drive.* If $|\Delta S|\theta_2\ll1$, then $1-g\approx-\Delta S\,\theta_2$. To first order $g$ may be set to 1 in the denominator:

$$I\approx-\frac{u_1\,\Delta S\,\theta_2}{r_A+r_B}.$$

This has the form of Ohm's law, with the thermal drive acting on two resistances in series.

*Very permeable A.* If $r_A\ll r_Bg$, then

$$I\approx\frac{u_1}{r_B}\left(\frac1g-1\right).\qquad(8)$$

Metal B then limits the flow. If $r_A\ll r_B$ as well, metal A is close to its own no-flow state and sets $u_2\approx u_1e^{-S_A\theta_2}$. The response is not symmetric in $\Delta S$. With B held fixed, a large positive $\Delta S$ empties the hot junction, and the flow saturates at $-u_1/r_B$, provided that $r_A\ll r_Bg$ still holds. A negative $\Delta S$ raises the pressure there, and the flow grows exponentially for as long as $r_A\ll r_Bg$ holds.

In every case $I\propto u_1$ at fixed temperatures, so the circulation grows as the square root of the reservoir pressure.

## Part (d)

**Question.** Compute the steady flux for the iron–nickel loop. Find the equivalent pressure at the hot junction, and explain how hydrogen moves through each metal.

**Answer.** The sums are

$$S_{\rm Fe}=28-24=4\ \text{kJ/mol},\qquad S_{\rm Ni}=16-6=10\ \text{kJ/mol},$$

so $\Delta S=-6$ kJ/mol. The positive direction is therefore the true one: hydrogen goes from cold to hot in iron and returns through nickel.

With $\theta_2=6.873\times10^{-5}$ mol/J,

$$\Delta S\,\theta_2=-6000\times6.873\times10^{-5}=-0.4124,\qquad g=0.6621.$$

Numerical integration of (5) gives $r_{\rm Fe}=4.185\times10^{12}$ and $r_{\rm Ni}=1.048\times10^{14}$ Pa$^{0.5}$ s/mol. At 1.00 bar, $u_1=316.2$ Pa$^{0.5}$. Equation (7) becomes

$$I=\frac{316.2\times0.3379}{4.185\times10^{12}+0.6621\times1.048\times10^{14}}=1.45\times10^{-12}\ \text{mol/s}.$$

Division by the section of $10^{-4}$ m² gives the flux

$$\boxed{J=1.45\times10^{-8}\ \text{mol H}\ \text m^{-2}\,\text s^{-1}}$$

As an independent test, (1) was solved directly for $c$ by finite differences, with the concentration jumps imposed at the junctions. With 400 cells per bar the flow is $1.45302\times10^{-12}$ mol/s, and doubling the number of cells changes it by a relative $-8\times10^{-6}$.

For the hot junction, $Ir_{\rm Ni}=152.2$ Pa$^{0.5}$, and (6) gives

$$u_2=(316.2+152.2)\,e^{-0.6873}=235.6\ \text{Pa}^{0.5},$$

an equivalent pressure of 0.555 bar. Without flow, iron alone would set $u_1e^{-0.2749}=240.2$ Pa$^{0.5}$, or 0.577 bar. Nickel alone would set $u_1e^{-0.6873}=159.0$ Pa$^{0.5}$, or 0.253 bar. The two metals cannot both be at rest while they share the junction. The actual value lies close to that of iron, which has the much smaller resistance.

The concentrations at the ends of the bars, in mol/m³, are:

| | Cold | Hot |
|---|---|---|
| Iron | 0.301 | 1.534 |
| Nickel | 3.37 | 7.54 |

In iron, hydrogen flows towards the higher concentration. With no flow, (1) gives a hot-to-cold ratio of $e^{-Q\theta_2}=e^{1.649}=5.20$. The actual ratio is 5.10, so the thermal drive slightly outweighs back-diffusion. In nickel the no-flow ratio is $e^{0.412}=1.51$ and the actual ratio is 2.24. There ordinary diffusion wins, and hydrogen flows to the cold end against its own thermal drive.

## Part (e)

**Question.** What would be predicted if the heats of transport were ignored? How firmly do the data fix the direction and size of the flow?

**Answer.** With both $Q$ set to zero, $\Delta S=28-16=+12$ kJ/mol, and (7) gives $-1.44\times10^{-12}$ mol/s. The direction is wrong. That the size is almost unchanged is a coincidence of these data. In the opposite comparison, iron is given the solution enthalpy of nickel while both $Q$ are kept. Then $\Delta S=-18$ kJ/mol and the flow is $+7.33\times10^{-12}$ mol/s, five times the true value. This factor depends on which metal is altered: giving nickel the solution enthalpy of iron instead also yields $\Delta S=-18$ kJ/mol, but a flow of only $+0.41\times10^{-12}$ mol/s, because the solubility of nickel, and with it the permeability, falls. The drive $\Delta S=-6$ kJ/mol is the sum of two larger, opposing parts, $+12$ from $H$ and $-18$ from $Q$. The drives add, but the flows do not.

This makes it sensitive to the data. With all other values fixed, the circulation stops at $Q_{\rm Fe}=-18$ kJ/mol, where both sums equal 10 kJ/mol. The finite-difference solution for this case leaves a residual of $2\times10^{-6}$ of the main flow, although $H$ and $Q$ differ between the metals. For moderate changes the flow is:

| $Q_{\rm Fe}$ (kJ/mol) | $I$ (mol/s) |
|---|---|
| −27 | $2.42\times10^{-12}$ |
| −24 | $1.45\times10^{-12}$ |
| −21 | $0.66\times10^{-12}$ |

An uncertainty of 3 kJ/mol in the heat of transport of iron thus changes the flow by about −55% or +66%. Suppose the prefactors $D_0$ and $K_0$ are also uncertain by a factor of two, and both heats of transport by 3 kJ/mol. The extreme cases then run from zero, at $Q_{\rm Fe}=-21$ and $Q_{\rm Ni}=-9$ kJ/mol where the sums are equal, to about $1.3\times10^{-7}$ mol m⁻² s⁻¹. If the errors are independent and spread evenly over these ranges, about nine cases in ten lie between $3\times10^{-9}$ and $4\times10^{-8}$ mol m⁻² s⁻¹. At best the order of magnitude is meaningful. Its direction is secure as long as the error in $\Delta S$ is smaller than 6 kJ/mol. For the real metals 3 kJ/mol may be too small an uncertainty. Measured heats of transport depend on temperature, and with $Q_{\rm Fe}=-33.5$ and $Q_{\rm Ni}=-6.3$ kJ/mol, for example, the flow is 3.5 times larger. The Curie point of nickel, near 630 K, also lies inside the interval, and constant values of $E$, $H$ and $Q$ take no account of it.

## Part (f)

**Question.** What maintains the circulation? Find the heat exchanged at the junctions, and show that the flow obeys the second law.

**Answer.** By Onsager reciprocity, the $Q$ in (1) is also the heat carried per mole of hydrogen, beyond its partial molar enthalpy. Each mole therefore transports the energy $H+Q+\tfrac12h_{\rm gas}(T)$, where $h_{\rm gas}$ is the molar enthalpy of H$_2$. At the hot junction this energy arrives through A and leaves through B. The gas term is common to both and cancels, so the heat that must be supplied there, apart from ordinary conduction, is

$$\dot q=I(S_B-S_A)=-I\,\Delta S.$$

The cold junction rejects the same amount. Along the bars $S$ is constant, and the change of $h_{\rm gas}$ with temperature is absorbed in one bar and released at the same temperatures in the other. The net entropy given to the surroundings per unit time is

$$\frac{\dot q}{T_1}-\frac{\dot q}{T_2}=-I\,\Delta S\left(\frac1{T_1}-\frac1{T_2}\right).$$

Inside the metal, the entropy produced by the hydrogen flux per volume is the flux times its conjugate force, $-R$ times the bracket in (1). That bracket equals $-J/(Dc)$, so the production is $RJ^2/(Dc)$. Summed over the loop with $J^2=I^2/a^2$, and with (4),

$$\oint\frac{RI^2}{aDc}\,d\ell=-RI\,\Delta S\,\theta_2=-I\,\Delta S\left(\frac1{T_1}-\frac1{T_2}\right).$$

The two results agree, and the left side is positive whenever hydrogen flows. The loop is the counterpart of a thermocouple, with hydrogen in place of electrons, and heat maintains the flow.

Here $\dot q=8.7\times10^{-9}$ W and the entropy production is $4.98\times10^{-12}$ W/K. Summing $RI^2/(aDc)$ over the finite-difference profile gives the same value to these digits. Conduction through one bar, with a rough conductivity of 55 W m⁻¹ K⁻¹, carries 55 W, so hydrogen does not disturb the temperature profile.

## Part (g)

**Question.** Which assumptions would a real iron–nickel loop break, and by how much would the flux change?

**Answer.** The severest assumption is that of sealed sides. Take a square bar of bare iron in vacuum at 600 K. A planar estimate lets $u$ fall from $u_1$ to zero over the 5 mm half-width and counts the full area of all four sides. It gives a loss of about $3.6\times10^{-9}$ mol/s, some 2500 times the circulation. The exact figure depends on how hydrogen is supplied inside the bar, so only the order of magnitude matters. The reservoir, which feeds the bar only through its end, could not keep $u=u_1$ along a bare bar, so this is a reference value for judging a coating and not the loss of a real bare loop. On this estimate, a coating must reduce the loss by a factor of order $10^5$ to hold it to 1% of $I$. A thousandfold reduction, roughly what a good permeation barrier offers, would leave a leak comparable with $I$ itself. The flow would then differ from section to section, and (7) would not describe it. The computed flux belongs to an ideally sealed loop.

The junctions may also carry oxide. By (5), a film at the cold end of nickel, where $\theta=0$, adds its own resistance to $r_{\rm Ni}$. An assumed film of 10 nm, with $10^{-5}$ of the permeability $DK$ of nickel, lowers the flow by 15%.

The loop is also an electrical thermocouple, which (1) leaves out. If the junctions conduct well, a thermoelectric voltage of a few millivolts acts on a resistance of about 0.1 mΩ and drives a current of tens of amperes. This current pushes hydrogen along the bars by electromigration. A rough estimate gives a change in $I$ of about 10% if the effective charge of hydrogen is near half an elementary charge in both metals, and about 20% if it is near one. The sign of the change depends on the sign of the effective charge. The computed flux neglects this effect.

The other effects are smaller for these numbers:

- If the thermal conductivity falls by 20% from the cold to the hot end of each bar, the curved temperature profile lowers $I$ by 5%.
- A hydrostatic stress of 100 MPa, with a partial molar volume of 2 cm³/mol, shifts $H$ by 0.2 kJ/mol, against a $\Delta S$ of 6 kJ/mol.
- The largest H/Ni atomic ratio is $5\times10^{-5}$, so the dilute law is adequate. The non-ideality of the gas is about $4\times10^{-4}$.
- With an assumed lattice diffusivity of $2.2\times10^{-23}$ m²/s at 700 K, the mixing depth $\sqrt{Dt}$ of iron and nickel after a year is about 26 nm. It scales with the square root of this uncertain value. Grain boundaries may carry the mixing further.

The gradient of 10 K/mm is steep and needs strong heating and cooling. Patience is needed too: $L^2/(\pi^2D)$, with the diffusivity of nickel at 500 K, gives about 10 days. This is an upper estimate of the time constant for settling, because hydrogen diffuses much faster in the hotter parts of the bar. Reversible traps can lengthen the wait. If trapped atoms are immobile and in local equilibrium with the lattice, they do not change the steady flux, provided that $D$, $K$ and $Q$ refer to lattice hydrogen.

The main computed values are listed in the numerical output below.

## Values computed for the example and the checks

```
Junction temperatures: 500 and 700 K
Leg length: 20 mm; section: 1.0 cm2
H2 pressure at cold junction: 1.00 bar
u1: 316.23 Pa^0.5
Iron D0: 1.0e-07 m2/s; E: 7.0 kJ/mol
Iron K0: 0.80 mol/(m3 Pa^0.5)
Iron H, Q, S: 28.0, -24.0, 4.0 kJ/mol
Nickel D0: 7.0e-07 m2/s; E: 40.0 kJ/mol
Nickel K0: 0.50 mol/(m3 Pa^0.5)
Nickel H, Q, S: 16.0, -6.0, 10.0 kJ/mol
S(iron) - S(nickel): -6.0 kJ/mol
theta2: 6.8727e-05 mol/J
Drive exponent (SA-SB)*theta2: -0.4124
g: 0.6621
Iron resistance rA: 4.1848e+12 Pa^0.5 s/mol
Nickel resistance rB: 1.0476e+14 Pa^0.5 s/mol
Circulation I: 1.4530e-12 mol H/s
Flux I/area: 1.4530e-08 mol H/(m2 s)
Finite-difference I, 400 cells: 1.453020e-12 mol H/s
Relative shift, 400 to 800 cells: -7.8e-06
u2: 235.60 Pa^0.5
Equivalent H2 pressure, hot junction: 0.5551 bar
H in iron, cold and hot: 0.3006, 1.5343 mol/m3
H in nickel, cold and hot: 3.369, 7.538 mol/m3
Iron Q for zero circulation: -18.0 kJ/mol
Equal-sum numerical I / main I: 1.8e-06
Cancelling-drive numerical I / main I: 2.5e-06
I with both Q zero: -1.4377e-12 mol H/s
I with iron H set to nickel H: 7.3261e-12 mol H/s
Entropy production: 4.9817e-12 W/K
Entropy production, numerical: 4.9818e-12 W/K
I, iron Q lower by 3 kJ/mol: 2.419e-12 mol H/s
I, iron Q higher by 3 kJ/mol: 6.563e-13 mol H/s
Change of I, conductivity falling 20%: -4.96 %
Film: 10 nm, 1e-05 of Ni permeability
Change of I from film: -15.41 %
Bare iron side leak to vacuum, estimate: 3.6e-09 mol H/s
Leak reduction needed for 1% of I: 2.5e+05
Largest H/Ni atomic ratio: 5.0e-05
H2 non-ideality b*p/(R*T1): 3.8e-04
Stress energy, 100 MPa and 2 cm3/mol: 0.20 kJ/mol
Fe-Ni mixing depth, 1 year at T2: 26 nm
Heat absorbed at hot junction by H: 8.72e-09 W
Heat conducted by one leg: 55 W
Settling-time estimate, nickel D at T1: 10.1 days
```
